# The Kinetic-Energy Ratio Behind the Electron Localisation Function

Suppose that an electron of spin $\sigma$ is at $\mathbf r$, and ask how much density of the same spin lies a short distance $s$ away. Antisymmetry makes this conditional density vanish at $s=0$. It cannot be negative, so for smooth orbitals its average over directions starts as a constant times $s^2$. A density has dimension length$^{-3}$, so that constant has dimension length$^{-5}$. In a uniform gas of non-interacting electrons at zero temperature the like-spin density $n$ sets the one available length, $n^{-1/3}$, and the constant must be a pure number times $n^{5/3}$. A dimensionless local measure of like-spin exclusion therefore has the form

$$
\chi(\mathbf r)=\frac{D(\mathbf r)}{C\,n(\mathbf r)^{5/3}},
$$

where $D$ is proportional to the actual constant and $C$ is fixed by $\chi=1$ in the uniform gas. Multiplied by $\hbar^2/2m$, both numerator and denominator become kinetic-energy densities. This ratio is 0 for a single spatial orbital and 1 for a uniform gas. The values one and one half belong to the electron localisation function built from it,

$$
\eta=\frac{1}{1+\chi^2}.
$$

It remains to find $D$ and $C$. Take a single Slater determinant without a magnetic field, and let $\phi_i$ be its orthonormal occupied orbitals of one spin, which may be complex. Define

$$
n=\sum_i|\phi_i|^2,\qquad
\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r').
$$

The like-spin pair density, normalised to the number of ordered pairs, is the sum of the squared two-electron determinants:

$$
P(\mathbf r,\mathbf r')=\frac12\sum_{ij}
\left|\phi_i(\mathbf r)\phi_j(\mathbf r')-\phi_j(\mathbf r)\phi_i(\mathbf r')\right|^2
=n(\mathbf r)n(\mathbf r')-|\gamma(\mathbf r,\mathbf r')|^2 .
$$

In the second form, the two squared terms each give $n(\mathbf r)n(\mathbf r')$ and the factor $1/2$ leaves one of them. The cross terms factor into $\gamma^*\gamma$.

Now set $\mathbf r'=\mathbf r+\mathbf s$ and write $b_i=\mathbf s\cdot\nabla\phi_i$, with everything evaluated at $\mathbf r$. The zeroth-order terms in each determinant cancel, leaving $\phi_i b_j-\phi_j b_i$ to first order. Hence

$$
\begin{aligned}
P&=\frac12\sum_{ij}\left(|\phi_i|^2|b_j|^2+|\phi_j|^2|b_i|^2
-2\,\mathrm{Re}\,\phi_i^*b_i\,\phi_jb_j^*\right)+O(s^3)\\
&=n\sum_i|b_i|^2-\Big|\sum_i\phi_i^*b_i\Big|^2+O(s^3).
\end{aligned}
$$

Averaging over the directions of $\mathbf s$ replaces $s_as_b$ by $s^2\delta_{ab}/3$, because the average must be isotropic and its trace must be $s^2$. Cubic terms change sign under $\mathbf s\to-\mathbf s$ and drop out. Division by $n(\mathbf r)$ turns the pair density into the density conditional on an electron at $\mathbf r$:

$$
\overline{P_{\rm cond}}(\mathbf r,s)=\frac{s^2}{3}D(\mathbf r)+O(s^4),\qquad
D=\sum_i|\nabla\phi_i|^2-\frac1n\Big|\sum_i\phi_i^*\nabla\phi_i\Big|^2 .
$$

The expansion assumes smooth orbitals, so it does not apply in this form at the cusp of a point nucleus.

To express $D$ through kinetic-energy densities, split the vector in the last term into real and imaginary parts. The gradient of $n$ is $2\,\mathrm{Re}\sum_i\phi_i^*\nabla\phi_i$, and the particle current density is $\mathbf j=(\hbar/m)\,\mathrm{Im}\sum_i\phi_i^*\nabla\phi_i$. Thus

$$
\sum_i\phi_i^*\nabla\phi_i=\frac12\nabla n+\frac{im}{\hbar}\mathbf j,
\qquad
\Big|\sum_i\phi_i^*\nabla\phi_i\Big|^2=\frac14|\nabla n|^2+\frac{m^2}{\hbar^2}|\mathbf j|^2 .
$$

Multiplying $D$ by $\hbar^2/2m$ gives

$$
t_P\equiv\frac{\hbar^2}{2m}D=t-t_W-t_J,
$$

$$
t=\frac{\hbar^2}{2m}\sum_i|\nabla\phi_i|^2,\qquad
t_W=\frac{\hbar^2|\nabla n|^2}{8mn},\qquad
t_J=\frac{m|\mathbf j|^2}{2n}.
$$

Here $t$ is the positive form of the kinetic-energy density, $t_W$ is the part due to the variation of the density, and $t_J$ is the part due to its flow. The remainder $t_P$ is the excess required by having several like-spin orbitals. A small excess, measured against the uniform gas of the same density, means that a second electron of like spin is strongly kept away from the first.

The excess is never negative. Repeating the algebra that led from the determinants to $P$, with $\nabla\phi_i$ in place of $b_i$, gives

$$
D=\frac{1}{2n}\sum_{ij}\left|\phi_i\nabla\phi_j-\phi_j\nabla\phi_i\right|^2\ge0 .
$$

For one occupied orbital per spin, the sum contains the term $i=j$ alone, which is zero. Therefore $t_P=0$, $\chi=0$ and $\eta=1$ wherever $n>0$. At a node the ratio is formally $0/0$, and the value $\eta=1$ is assigned by continuity. The result also holds for two electrons of opposite spin in the same spatial orbital, since each spin channel contains one orbital.

The same result can be read from amplitude and phase. For $\phi=\sqrt n\,e^{iS}$,

$$
\nabla\phi=e^{iS}\left(\frac{\nabla n}{2\sqrt n}+i\sqrt n\,\nabla S\right),\qquad
|\nabla\phi|^2=\frac{|\nabla n|^2}{4n}+n|\nabla S|^2 .
$$

The first term gives $t_W$. Since $\mathbf j=(\hbar/m)n\nabla S$, the second gives $t_J$. The current term is thus needed for an orbital whose phase varies in space. Take the hydrogen orbital proportional to $(x+iy)e^{-r/2a_0}$, where $a_0$ is the Bohr radius, at the point $(0.10,\,0.05,\,0.04)$ nm. Differentiating the orbital, its density and its phase separately by finite differences gives $t=54.56$, $t_W=6.13$ and $t_J=48.42$ eV/nm$^3$. The last two add up to the first within rounding, and $\eta=1$. Omitting $t_J$ would give $\eta=0.34$, although there is just one orbital.

The converse does not hold point by point. If $D=0$, then $\phi_i\nabla\phi_j=\phi_j\nabla\phi_i$ for every pair. Multiplying by $\phi_i^*$ and summing over $i$ gives

$$
\nabla\phi_j=\mathbf c\,\phi_j,\qquad
\mathbf c=\frac1n\sum_i\phi_i^*\nabla\phi_i,
$$

with the same vector $\mathbf c$ for every orbital. Several orbitals can satisfy this at one point. At the centre of an isotropic harmonic well, for instance, all the spherically symmetric states have zero gradient, so a determinant of such states has $\eta=1$ there.

The constant $C$ comes from the uniform gas in its ground state. Its plane waves fill a sphere of radius $k_F$ in wavevector space, with $(2\pi)^{-3}$ states of one spin per unit volume of real and wavevector space. Hence

$$
n=\frac{1}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{6\pi^2},\qquad
\langle k^2\rangle=\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}=\frac35k_F^2 .
$$

The density is constant and the contributions of $\mathbf k$ and $-\mathbf k$ to the current cancel, so $t_W=t_J=0$. The whole kinetic-energy density is excess:

$$
t_P=t=\frac{\hbar^2}{2m}\,n\,\frac35k_F^2
=\frac{3\hbar^2}{10m}(6\pi^2)^{2/3}n^{5/3}\equiv t_h .
$$

This fixes $C=\frac35(6\pi^2)^{2/3}$. In general,

$$
\chi=\frac{t-t_W-t_J}{t_h},\qquad \eta=\frac1{1+\chi^2},
$$

and the uniform gas has $\chi=1$ and $\eta=1/2$.

For a closed shell the ratio can be written with total quantities. Let $N=2n$ be the total density. The energy densities $t$, $t_W$ and $t_J$ summed over spin are twice their one-spin values, and so is the reference:

$$
2t_h=2\,\frac{3\hbar^2}{10m}(6\pi^2)^{2/3}\left(\frac N2\right)^{5/3}
=\frac{3\hbar^2}{10m}(3\pi^2)^{2/3}N^{5/3}.
$$

The powers of two combine as $2\cdot2^{2/3}\cdot2^{-5/3}=2^0$, apart from the factor $(3\pi^2)^{2/3}$ that is kept. Numerator and denominator both double, and $\chi$ is unchanged.

A constant density alone does not ensure $\eta=1/2$. In a periodic cube of edge 1 nm, one electron in the state $\mathbf k=0$ has a constant density but $\chi=0$, because it occupies a single orbital. Add the six states with $|\mathbf k|=2\pi$ nm$^{-1}$. Then $n=7$ nm$^{-3}$, the mean of $k^2$ is $(6/7)(2\pi)^2$ nm$^{-2}$, and

$$
\chi=\frac{(6/7)(2\pi)^2}{\frac35(6\pi^2\cdot7)^{2/3}}=1.014,\qquad \eta=0.493 .
$$

Explicit sums over larger filled spheres give $\chi=1.0013$ for 515 electrons and 0.99999 for 33401. The value $1/2$ is the limit for a large system, and it is not a lower bound on $\eta$.

If every wavevector is shifted by $\mathbf q$, the gas moves as a whole. Its kinetic-energy density rises by $\hbar^2q^2n/2m$. The current becomes $\hbar\mathbf q n/m$, so $t_J$ equals this increase and removes it. For the 515 electrons and $q=6\pi$ nm$^{-1}$, $\chi$ stays at 1.0013, whereas without $t_J$ it would be 1.608.

The tail of a bound system shows a different limit. Let two real like-spin orbitals fall off along a line as $\phi_1\sim e^{-\kappa_1r}$ and $\phi_2\sim e^{-\kappa_2r}$, with $\kappa_2>\kappa_1$. The two equal terms of the double sum give

$$
D=\frac{|\phi_1\nabla\phi_2-\phi_2\nabla\phi_1|^2}{n}
\simeq(\kappa_2-\kappa_1)^2\phi_2^2,\qquad
\chi\propto e^{(10\kappa_1/3-2\kappa_2)r},
$$

since $n\simeq\phi_1^2$ far out. If $\kappa_2<5\kappa_1/3$, $\chi$ grows and $\eta$ tends to 0, even though $\phi_1$ dominates the density. If $\kappa_2>5\kappa_1/3$, $\eta$ tends to 1. In a tail, dominance of one orbital in the density is therefore not sufficient for $\eta$ near one.

The map from $\chi$ to $\eta$ is a convention. The function $1/(1+\chi)$ would also send 0 to 1 and 1 to $1/2$. The square makes $\eta$ flat near $\chi=0$, where $1-\eta\simeq\chi^2$, so values close to one hide differences in the underlying ratio.

Carbon monoxide shows how the parts combine in a ligand whose carbon lone pair is the usual donor to a metal. The free molecule was treated by restricted Hartree–Fock in the cc-pVTZ basis, with carbon at $z=0$ and oxygen at $z=0.113$ nm. The function was evaluated along the axis in steps of 0.0001 nm, and its maximum was located in each of three valence regions. These are maxima along the axis, since points off it were not searched. The one-spin values are as follows.

| Region | $z$ (nm) | $n$ (nm$^{-3}$) | $t_P$ (eV/nm$^3$) | $t_h$ (eV/nm$^3$) | $\eta$ |
|---|---|---|---|---|---|
| C lone pair | −0.141 | 33.1 | 6.1 | 118.2 | 0.997 |
| C–O bond | 0.058 | 2221 | 50135 | 131299 | 0.873 |
| O lone pair | 0.170 | 1111 | 12136 | 41404 | 0.921 |

At the carbon lone-pair point $t=543.0$ and $t_W=536.9$ eV/nm$^3$. The real orbitals carry no current, so

$$
t_P=543.0-536.9=6.1\ \mathrm{eV/nm^3}.
$$

With $\hbar^2/2m=0.03810$ eV nm$^2$, the reference is

$$
t_h=\frac35(0.03810)(6\pi^2)^{2/3}(33.06)^{5/3}=118\ \mathrm{eV/nm^3}.
$$

The ratio is $\chi=0.051$ from the unrounded energies, and $\eta=1/(1+0.051^2)=0.997$. In the bond, $\chi=50135/131299=0.382$ and $\eta=1/(1+0.146)=0.873$.

The carbon point in the table lies far out, 0.141 nm from the nucleus, where the density is about one thirtieth of that at the oxygen maximum. A high $\eta$ thus does not mark a high density. The position of this maximum should not be read as a property of the molecule, because $\eta$ is almost flat along the axis from about 0.07 to 0.17 nm behind carbon, before it falls further out. In the same basis a second maximum at $z=-0.089$ nm also reaches 0.997. In the aug-cc-pVTZ basis, which adds diffuse functions, the outer maximum is absent and the only one in this region lies near $z=-0.085$ nm, again with $\eta=0.997$. At the tabulated point that basis gives 0.995. In the bond, $t_P$ makes up 86% of $t=58253$ eV/nm$^3$, yet $\eta$ is well above one half, because the uniform gas of that density would need 2.6 times as much excess. The $\pi$ orbitals supply more than nine tenths of this excess: they vanish on the axis but their gradients do not, so their terms in $\sum_i|\nabla\phi_i|^2$ have no counterpart in the subtracted part.

The pair density gives the carbon value a direct meaning. At $s=0.02$ nm the quadratic form $s^2D/3$, with $D=t_P/(\hbar^2/2m)$, gives a conditional density of 0.021 nm$^{-3}$. The full pair density, averaged numerically over directions, gives 0.024 nm$^{-3}$. The leading order is thus somewhat over a tenth too low at this distance, measured against the full value. Both are tiny beside the 33 nm$^{-3}$ of like-spin density at the reference point.

The bond length used is close to that of the real free molecule, roughly 0.11 nm. Real electrons are correlated, which breaks the assumption of one determinant. For a correlated state, $D$ can be taken from the curvature of its own like-spin pair density, with $t_h$ evaluated at its own density. A CASSCF wavefunction with ten electrons in eight valence orbitals, at the same geometry, basis and points, gives $\eta=0.995$, 0.870 and 0.927 in the order of the table. The shifts are at most 0.006. Hartree–Fock in the smaller cc-pVDZ basis gives 0.996, 0.876 and 0.935, and PBE orbitals in cc-pVTZ give 0.991, 0.867 and 0.918. Two digits of $\eta$ are about as much as these comparisons support, and the second is uncertain by about one unit at oxygen. The flat map conceals more at carbon: inverting the less rounded value $\eta=0.9913$ gives $\chi\simeq0.094$ for PBE, nearly twice the Hartree–Fock value. Correlation outside the active space, vibration and relativity are left out. In a metal carbonyl the metal also changes the orbitals around carbon. That change was not calculated, so these numbers describe the free ligand and not a metal–carbon bond.
